# Mott's Seebeck Formula from the Sommerfeld Expansion: a program that tests the result

```python
# Result under test: Mott's formula for the diffusion Seebeck coefficient,
#   S = -(pi^2/3) (kB^2 T/e) d ln sigma(E)/dE  at E = mu,
# the leading low-temperature term of S = -L1/(e T L0), where
#   Ln = integral of sigma(E) (E-mu)^n (-df/dE) dE.
# sigma(E): transport function; mu: chemical potential; f: Fermi function;
# e > 0, electron charge -e. Functions return S in units of kB/e.
# Energies are in eV in the device example, dimensionless in the tests.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

PI2 = np.pi**2


def integrate(func, a, b):
    return quad(func, a, b, epsabs=0, epsrel=1e-10, limit=300)[0]


def window(x):
    return 0.25 / np.cosh(0.5 * x)**2


def transport_moment(n, sigma, mu, kT, edge=0.0):
    low = max(-40.0, (edge - mu) / kT)
    cuts = [low, 0.0, 40.0] if low < 0 else [low, low + 40.0]
    total = sum(integrate(lambda x: window(x) * x**n * sigma(mu + kT * x), a, b)
                for a, b in zip(cuts[:-1], cuts[1:]))
    return kT**n * total


def seebeck_full(sigma, mu, kT, edge=0.0):
    return (-transport_moment(1, sigma, mu, kT, edge)
            / (kT * transport_moment(0, sigma, mu, kT, edge)))


def seebeck_mott(log_slope, kT):
    return -PI2 / 3 * kT * log_slope


def mu_fixed_density(t):
    # Parabolic band, energies in units of the Fermi energy; E = u^2.
    def excess(mu):
        mid = np.sqrt(mu)
        top = np.sqrt(mu + 40 * t)
        g = lambda u: 3 * u**2 * expit((mu - u**2) / t)
        return integrate(g, 0, mid) + integrate(g, mid, top) - 1
    return brentq(excess, 0.3, 1.1, xtol=1e-13)


def density_correction(p):
    return PI2 * ((p - 1) * (7 * (p - 2) / 30 - p / 6) + 1 / 12)


# --- Moments of the thermal window, by quadrature ---
moment2 = 2 * integrate(lambda x: window(x) * x**2, 0, 60)
moment4 = 2 * integrate(lambda x: window(x) * x**4, 0, 60)
assert abs(moment2 / (PI2 / 3) - 1) < 1e-8
assert abs(moment4 / (7 * PI2**2 / 15) - 1) < 1e-8


# --- Boltzmann equation in k space: ellipsoidal band, gradients of T and mu ---
def boltzmann_seebeck(along_axis):
    m_axis, m_radial, mu, kT = 0.9, 0.2, 1.0, 0.2
    nodes, weights = np.polynomial.legendre.leggauss(300)
    top = mu + 35 * kT
    ka_max, kr_max = np.sqrt(2 * m_axis * top), np.sqrt(2 * m_radial * top)
    ka = (0.5 * ka_max * (nodes + 1))[:, None]
    kr = (0.5 * kr_max * (nodes + 1))[None, :]
    measure = weights[:, None] * weights[None, :] * kr
    energy = lambda a, r: a**2 / (2 * m_axis) + r**2 / (2 * m_radial)
    fermi = lambda en, m, th: expit((m - en) / th)
    en = energy(ka, kr)
    tau = np.sqrt(en)
    h = 1e-4
    df_dT = (fermi(en, mu, kT + h) - fermi(en, mu, kT - h)) / (2 * h)
    df_dmu = (fermi(en, mu + h, kT) - fermi(en, mu - h, kT)) / (2 * h)
    if along_axis:
        velocity = ka / m_axis
        plus, minus = energy(ka + h, kr), energy(ka - h, kr)
    else:
        velocity = kr / m_radial
        plus, minus = energy(ka, kr + h), energy(ka, kr - h)
    df_dk = (fermi(plus, mu, kT) - fermi(minus, mu, kT)) / (2 * h)
    mu_gradient = 0.7  # per unit gradient of kB*T
    df_dx = df_dT + mu_gradient * df_dmu
    field = (np.sum(measure * tau * velocity**2 * df_dx)
             / np.sum(measure * tau * velocity * df_dk))
    return field + mu_gradient


S_axis, S_across = boltzmann_seebeck(True), boltzmann_seebeck(False)
S_energy = seebeck_full(lambda E: E**2, 1.0, 0.2)
assert abs(S_axis / S_energy - 1) < 1e-5
assert abs(S_across / S_energy - 1) < 1e-5

# --- Mott term and the next term, for a transport function with structure ---
E_sym = sp.symbols("E", positive=True)
sigma_sym = E_sym**sp.Rational(3, 2) / (1 + E_sym**2)
s0, s1, s2, s3 = [float(sp.diff(sigma_sym, E_sym, n).subs(E_sym, 1))
                  for n in range(4)]
t_small = 0.003
S_small = seebeck_full(lambda E: E**1.5 / (1 + E**2), 1.0, t_small)
mott_small = seebeck_mott(s1 / s0, t_small)
next_term = PI2 * t_small**2 * (7 * s3 / (30 * s1) - s2 / (6 * s0))
measured_next = S_small / mott_small - 1
assert abs(measured_next) < 1e-3
assert abs(measured_next / next_term - 1) < 0.02

# --- Fixed density: shift of mu and total correction for sigma ~ E^p ---
t_test = 0.02
mu_test = mu_fixed_density(t_test)
assert abs((1 - mu_test) / (PI2 / 12 * t_test**2) - 1) < 0.02
for p in (1.0, 1.5, 2.0):
    ratio = (seebeck_full(lambda E: E**p, mu_test, t_test)
             / seebeck_mott(p, t_test) - 1)
    assert abs(ratio / (density_correction(p) * t_test**2) - 1) < 0.02

# --- Nondegenerate limit: mu eight kB*T below the band edge ---
S_dilute = seebeck_full(lambda E: E**1.5, -8.0, 1.0)
assert abs(S_dilute / -(1.5 + 1 + 8.0) - 1) < 1e-3


# --- Phonon drag: drag force against friction, summed over phonon modes ---
def drag_over_friction(speed, kT, lifetime):
    nodes, weights = np.polynomial.legendre.leggauss(80)
    q = (1.5 * (nodes + 1))[:, None]
    c = nodes[None, :]
    measure = weights[:, None] * weights[None, :] * q**2
    bose = lambda w, th: 1 / np.expm1(w / th)
    h = 1e-4
    rate = q  # absorption of phonons by electrons, linear in q
    drifted = (bose(q * (speed - h * c), kT)
               - bose(q * (speed + h * c), kT)) / (2 * h)
    heated = -lifetime * speed * c * (bose(q * speed, kT + h)
                                      - bose(q * speed, kT - h)) / (2 * h)
    return (np.sum(measure * q * c * rate * heated)
            / np.sum(measure * q * c * rate * drifted))


assert abs(drag_over_friction(1.3, 0.8, 2.0) / (-1.3**2 * 2.0 / 0.8) - 1) < 1e-5

# --- Worked example: n-type leg of an on-chip thermopile, rough inputs ---
density_cm3, valleys, mobility_cm2 = 2e20, 6, 80.0
m_long, m_trans, permittivity = 0.9, 0.2, 12.0
nonparabolicity = 0.5  # 1/eV
sound_speed, phonon_path_nm, phonon_share = 6000.0, 50.0, 0.3
delta_T = 10.0

kB_eV = const.k / const.e
unit_uV = 1e6 * kB_eV
h2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
n_nm3 = density_cm3 * 1e-21
m_dos = (m_long * m_trans**2)**(1 / 3)
m_cond = 3 / (1 / m_long + 2 / m_trans)
k_F = (3 * PI2 * n_nm3 / valleys)**(1 / 3)
E_F = h2_2m * k_F**2 / m_dos
conductivity = density_cm3 * const.e * mobility_cm2
tau_s = mobility_cm2 * 1e-4 * m_cond * const.m_e / const.e

# Count allowed k points of a periodic box inside the Fermi ellipsoids.
box = 300.0
ia = np.arange(-100, 101)[:, None, None] * 2 * np.pi / box
ib = np.arange(-50, 51)[None, :, None] * 2 * np.pi / box
ic = np.arange(-50, 51)[None, None, :] * 2 * np.pi / box
inside = np.count_nonzero(
    h2_2m * (ia**2 / m_long + (ib**2 + ic**2) / m_trans) <= E_F)
assert abs(2 * valleys * inside / box**3 / n_nm3 - 1) < 0.01

slope = 1.5 / E_F
rows = []
for T in (100.0, 200.0, 300.0, 400.0):
    t = kB_eV * T / E_F
    mu_T = mu_fixed_density(t)
    mott = unit_uV * seebeck_mott(1.5, t)
    corrected = mott * (1 + density_correction(1.5) * t**2)
    full = unit_uV * seebeck_full(lambda E: E**1.5, mu_T, t)
    rows.append((T, mu_T * E_F, mott, corrected, full))
T_room, mu_room, mott_room, corrected_room, full_room = rows[2]
kT_room = kB_eV * T_room

# Energy dependence of the scattering time, from the angular integral.
dos = 1.5 * n_nm3 / E_F
screen2 = const.e / const.epsilon_0 * 1e9 / permittivity * dos


def impurity_rate(E):
    k2 = E * m_dos / h2_2m
    return np.sqrt(E) * integrate(
        lambda c: (1 - c) / (2 * k2 * (1 - c) + screen2)**2, -1, 1)


def mixed_rate(E):
    return ((1 - phonon_share) * impurity_rate(E) / impurity_rate(E_F)
            + phonon_share * np.sqrt(E / E_F))


def tau_exponent(rate):
    h = 1e-3
    return -(np.log(rate(E_F * (1 + h))) - np.log(rate(E_F * (1 - h)))) / (2 * h)


r_impurity, r_mixed = tau_exponent(impurity_rate), tau_exponent(mixed_rate)


# Nonparabolic band at the same Fermi wavevector and constant tau.
def nonparabolic_slope(alpha):
    k, h = np.sqrt(E_F), 1e-4 * np.sqrt(E_F)
    energy = lambda q: 2 * q**2 / (1 + np.sqrt(1 + 4 * alpha * q**2))
    speed = lambda q: (energy(q + h) - energy(q - h)) / (2 * h)
    log_sigma = lambda q: 2 * np.log(q) + np.log(speed(q))
    return (log_sigma(k + h) - log_sigma(k - h)) / (2 * h) / speed(k)


assert abs(nonparabolic_slope(1e-8) / slope - 1) < 1e-5


# Lifetime broadening: Kubo bubble with a constant half width gamma.
def broadened_slope(gamma):
    def sigma(E):
        g = lambda x: x**1.5 * (gamma / ((E - x)**2 + gamma**2))**2
        cuts = [0.0, max(E - 20 * gamma, 0.0), E, E + 20 * gamma, np.inf]
        return sum(quad(g, a, b, epsabs=0, epsrel=1e-9, limit=300)[0]
                   for a, b in zip(cuts[:-1], cuts[1:]) if b > a)
    h = 1e-3
    return (np.log(sigma(E_F * (1 + h)))
            - np.log(sigma(E_F * (1 - h)))) / (2 * h * E_F)


assert abs(broadened_slope(1e-3 * E_F) / slope - 1) < 1e-3
gamma = const.hbar / (2 * tau_s) / const.e
drag = -1e6 * (phonon_share * sound_speed * phonon_path_nm * 1e-9
               / (mobility_cm2 * 1e-4 * T_room))

# A smooth and a sharp step in sigma(E), centred on mu.
steps = []
for width in (0.5, 0.005):
    step = lambda E: 1 + 0.5 * np.tanh(E / width)
    steps.append((width, unit_uV * seebeck_mott(0.5 / width, kT_room),
                  unit_uV * seebeck_full(step, 0.0, kT_room, -np.inf)))
assert abs(steps[0][1] / steps[0][2] - 1) < 0.03
assert steps[1][1] / steps[1][2] > 2

print(f"window moments 2 and 4: {moment2:.5f}, {moment4:.5f}")
print(f"ellipsoid, kT/mu=0.2, sigma~E^2: S along axis {S_axis:.5f} kB/e")
print(f"same, S across axis {S_across:.5f} kB/e")
print(f"same, S from energy integral {S_energy:.5f} kB/e")
print(f"structured sigma, kT/mu={t_small}: S/Mott-1 = {measured_next:.4e}")
print(f"same, from next Sommerfeld term: {next_term:.4e}")
print(f"dilute band, mu=-8 kT, p=1.5: S = {S_dilute:.4f} kB/e")
print("Thermopile leg, rough inputs:")
print(f"electron density {density_cm3:.1e} cm^-3; valleys {valleys}")
print(f"mobility {mobility_cm2:.0f} cm2/Vs; rel. permittivity {permittivity:.0f}")
print(f"masses along, across: {m_long}, {m_trans} electron masses")
print(f"density-of-states mass per valley {m_dos:.4f} electron masses")
print(f"conductivity mass {m_cond:.4f} electron masses")
print(f"Fermi wavevector (equivalent sphere) {k_F:.4f} nm^-1")
print(f"Fermi energy {E_F:.4f} eV")
print(f"conductivity {conductivity:.0f} S/cm")
print(f"kB/e {unit_uV:.3f} uV/K; kB*T at 300 K {kT_room:.5f} eV")
print(f"kB*T/E_F at 300 K {kT_room / E_F:.4f}")
print(f"d ln sigma/dE at E_F {slope:.3f} 1/eV")
for T, mu_T, mott, corrected, full in rows:
    print(f"T={T:.0f} K: mu={mu_T:.4f} eV, Mott {mott:.2f} uV/K")
    print(f"  with T^3 term {corrected:.2f}, full {full:.2f} uV/K")
    print(f"  Mott magnitude above full by {100 * (mott / full - 1):.2f} %")
print(f"hot-end voltage for {delta_T:.0f} K: {-full_room * delta_T / 1000:.3f} mV")
print("Neglected effects at 300 K (change of Mott value):")
print(f"tau exponent, screened impurities {r_impurity:.3f}")
print(f"tau exponent, with phonon share {phonon_share}: {r_mixed:.3f}")
print(f"energy-dependent tau: {100 * r_mixed / 1.5:.1f} %")
print(f"nonparabolicity {nonparabolicity} 1/eV: "
      f"{100 * (nonparabolic_slope(nonparabolicity) / slope - 1):.1f} %")
print(f"scattering time {tau_s * 1e15:.2f} fs; half width {gamma:.4f} eV")
print(f"lifetime broadening: {100 * (broadened_slope(gamma) / slope - 1):.1f} %")
print(f"drag inputs: sound {sound_speed:.0f} m/s, path {phonon_path_nm:.0f} nm")
print(f"phonon drag scale {drag:.1f} uV/K")
print(f"drag scale / full diffusion value {drag / full_room:.2f}")
for width, mott, full in steps:
    print(f"step width {width} eV: Mott {mott:.2f}, full {full:.2f} uV/K")
print("no test failed")
```

Running it gives:

```
window moments 2 and 4: 3.28987, 45.45758
ellipsoid, kT/mu=0.2, sigma~E^2: S along axis -1.16727 kB/e
same, S across axis -1.16727 kB/e
same, S from energy integral -1.16727 kB/e
structured sigma, kT/mu=0.003: S/Mott-1 = 9.6217e-05
same, from next Sommerfeld term: 9.6229e-05
dilute band, mu=-8 kT, p=1.5: S = -10.5001 kB/e
Thermopile leg, rough inputs:
electron density 2.0e+20 cm^-3; valleys 6
mobility 80 cm2/Vs; rel. permittivity 12
masses along, across: 0.9, 0.2 electron masses
density-of-states mass per valley 0.3302 electron masses
conductivity mass 0.2700 electron masses
Fermi wavevector (equivalent sphere) 0.9956 nm^-1
Fermi energy 0.1144 eV
conductivity 2563 S/cm
kB/e 86.173 uV/K; kB*T at 300 K 0.02585 eV
kB*T/E_F at 300 K 0.2260
d ln sigma/dE at E_F 13.114 1/eV
T=100 K: mu=0.1138 eV, Mott -32.04 uV/K
  with T^3 term -31.86, full -31.85 uV/K
  Mott magnitude above full by 0.58 %
T=200 K: mu=0.1122 eV, Mott -64.08 uV/K
  with T^3 term -62.64, full -62.42 uV/K
  Mott magnitude above full by 2.65 %
T=300 K: mu=0.1091 eV, Mott -96.11 uV/K
  with T^3 term -91.27, full -90.19 uV/K
  Mott magnitude above full by 6.56 %
T=400 K: mu=0.1045 eV, Mott -128.15 uV/K
  with T^3 term -116.66, full -114.58 uV/K
  Mott magnitude above full by 11.84 %
hot-end voltage for 10 K: 0.902 mV
Neglected effects at 300 K (change of Mott value):
tau exponent, screened impurities 0.207
tau exponent, with phonon share 0.3: -0.005
energy-dependent tau: -0.4 %
nonparabolicity 0.5 1/eV: 4.0 %
scattering time 12.28 fs; half width 0.0268 eV
lifetime broadening: -2.6 %
drag inputs: sound 6000 m/s, path 50 nm
phonon drag scale -37.5 uV/K
drag scale / full diffusion value 0.42
step width 0.5 eV: Mott -7.33, full -7.24 uV/K
step width 0.005 eV: Mott -732.90, full -59.40 uV/K
no test failed
```
